# Comment on fitting ALD saturation curves with an undersaturated co-reactant

**The argument under comment**

Consider a manuscript that grows alumina by atomic layer deposition from trimethylaluminium (TMA) and water. The water pulse is held fixed while the TMA pulse length $t$ is varied. The growth per cycle levels off well below its known full value, and the authors rightly conclude that the water pulse is too short. Suppose they then argue that insufficient water leaves only a fraction $b$ of the sites usable, so that the saturation curve is multiplied by $b$, its shape is unchanged, and an exponential fit with a free plateau still returns the TMA rate constant.

The first step needs examination. Is the fraction of sites open to TMA the same for every TMA pulse length?

**The cycle balance**

I take the simplest model in which the argument could hold. Sites are identical and independent, both half-reactions are irreversible and first order, each reactant has a fixed pressure during its pulse, and purges are complete. A TMA pulse converts a fraction

$$a=1-e^{-kt}$$

of the sites open to it. A water pulse of length $t_B$ reopens a fraction $b=1-e^{-k_Bt_B}$ of the closed sites, with $0<b<1$.

Let $y$ be the open fraction just before a TMA pulse. After that pulse $y(1-a)$ sites are open and $1-y(1-a)$ are closed. Water reopens a fraction $b$ of the latter, so the next cycle starts with

$$y'=y(1-a)+b\,[1-y(1-a)]=b+(1-a)(1-b)\,y .$$

In the steady state $y'=y$. Since $1-(1-a)(1-b)=a+b-ab$,

$$y=\frac{b}{a+b-ab}.$$

Any deviation from this value is multiplied by $(1-a)(1-b)<1$ in each cycle, so the steady state is reached from any start.

Let $G_0$ be the growth per cycle when both pulses saturate. Each cycle converts a fraction $ay$ of all sites, so the relative growth $g=G/G_0$ is

$$g=ay=\frac{ab}{a+b-ab},\qquad \frac1g=\frac1a+\frac1b-1 .$$

The manuscript's curve is $g=ab$, which requires $y=b$. That holds when the TMA pulse saturates, $a=1$, because every site is then closed before the water arrives. After a short TMA pulse few sites have been closed, and most of those left closed earlier have since been reopened by repeated water pulses. As $a\to0$ at fixed $b$, $y\to1$. The open fraction thus depends on the quantity being varied.

**Plateau and initial slope**

For $a\to1$, $g\to b$: the plateau does fall. For short pulses, write the denominator as $b+a(1-b)$ and expand:

$$g=\frac{a}{1+a(1-b)/b}\approx a-\frac{1-b}{b}\,a^2 .$$

With $a\approx kt-\tfrac12(kt)^2$ this becomes

$$g\approx kt-\left[\frac12+\frac{1-b}{b}\right](kt)^2=kt-\frac{2-b}{2b}(kt)^2 .$$

The initial slope is $k$, whatever the value of $b>0$; the rescaled curve would start with slope $bk$. Undersaturation appears first in the curvature, and the linear range shrinks to $kt\ll 2b/(2-b)$, which is about $b$ when $b$ is small. The order of limits matters: if $b\to0$ at fixed $t$, then $g\to0$ and no linear range remains.

**The shape of the curve**

Put $E=e^{-kt}$ and $q=1-b$. Then $a=1-E$, and the denominator is $b+q(1-E)=1-qE$, because $b+q=1$. Hence

$$g=\frac{b(1-E)}{1-qE},\qquad b-g=\frac{b\,[(1-qE)-(1-E)]}{1-qE}=\frac{b^2E}{1-qE}.$$

To differentiate, use

$$\frac{dg}{dE}=b\,\frac{-(1-qE)+q(1-E)}{(1-qE)^2}=-\frac{b^2}{(1-qE)^2},\qquad \frac{dE}{dt}=-kE,$$

so that $g'=kb^2E/(1-qE)^2$. Two local rates follow. The gap to the plateau closes at the rate

$$\frac{g'}{b-g}=\frac{k}{1-qE},$$

which falls from $k/b$ at $t=0$ to $k$ at long times. For the decay of the slope, $\ln g'=\text{const}-kt-2\ln(1-qE)$, and $\frac{d}{dt}\ln(1-qE)=kqE/(1-qE)$. Therefore

$$-\frac{g''}{g'}=k+\frac{2kqE}{1-qE}=k\,\frac{1+qE}{1-qE},$$

which falls from $k(2-b)/b$ to $k$. For a single exponential both rates would be constant and equal. Here both exceed $k$ at every finite time.

**What the fit returns**

The authors minimise $\sum_i w_ir_i^2$ with $r=g-P(1-e^{-\kappa t})$, where $P$ and $\kappa>0$ are free and the weights $w_i$ are positive. Take noise-free data at two or more distinct positive times. Setting the derivative with respect to $P$ to zero gives

$$\sum_i w_ir_i(1-e^{-\kappa t_i})=0 .$$

This excludes $P=0$, for which every $r_i=g_i$ would be positive. The derivative with respect to $\kappa$ then gives

$$\sum_i w_ir_i\,t_ie^{-\kappa t_i}=0 .$$

Unless all residuals vanish, the first condition forces at least one sign change. Could there be just one, at a time $t_*$? The ratio of the two weighting functions is $h(t)=t/(e^{\kappa t}-1)$, which decreases with $t$ because $1-e^{-x}<x$ for $x>0$. Subtract $h(t_*)$ times the first condition from the second:

$$\sum_i w_ir_i(1-e^{-\kappa t_i})\,[h(t_i)-h(t_*)]=0 .$$

The bracket changes sign at $t_*$, as $r$ does, so all nonzero terms have one sign and cannot cancel. There are therefore at least two sign changes. In either case $r$ has two positive zeros, and it also vanishes at $t=0$.

By Rolle's theorem $r'=0$ at two positive times, where $g'=P\kappa e^{-\kappa t}$. At both, $\ln g'+\kappa t$ equals $\ln(P\kappa)$. Rolle's theorem again gives an intermediate time at which $\kappa=-g''/g'$. Hence

$$k<\kappa<\frac{2-b}{b}\,k .$$

The fitted rate is too high for any such choice of pulse times and weights.

Fixing the plateau does not cure this. If $P=b$, only the condition from $\kappa$ remains, and it still requires a zero of $r$ at some $t_*>0$. There

$$\kappa t_*=-\ln(1-g/b)=\int_0^{t_*}\frac{g'}{b-g}\,dt ,$$

so $\kappa$ is a time average of the gap-closing rate and $k<\kappa<k/b$. If the plateau is instead fixed at the full value, $P=1$, then $1-e^{-\kappa t_*}=g<a=1-e^{-kt_*}$, and $\kappa<k$. The overestimate thus belongs to fits that take their plateau from the undersaturated data.

**Numbers for TMA and water**

Take 423 K, $G_0=0.10$ nm, a film density of 3.0 g/cm³ and 10 mTorr of each reactant. The density and $G_0$ correspond to 3.54 Al atoms per nm² and cycle, counted as the sites. The impingement rate $p/\sqrt{2\pi mk_BT}$ is $2.012\times10^4$ per nm² and second for TMA and $4.024\times10^4$ for water. With effective reaction probabilities of $10^{-3}$ and $10^{-4}$, defined as sites converted per molecule striking a fully unconverted surface,

$$k=\frac{10^{-3}\times2.012\times10^4}{3.54}=5.68\ \mathrm{s^{-1}},\qquad k_B=\frac{10^{-4}\times4.024\times10^4}{3.54}=1.14\ \mathrm{s^{-1}}.$$

A 0.5 s water pulse gives $b=1-e^{-0.568}=0.433$; a 5.0 s pulse gives 0.997. For a TMA pulse of 0.10 s, $a$ is also 0.433, so with short water $1/g=2/0.433-1=3.62$ and $g=0.276$, or 0.0276 nm. The rescaled curve predicts 0.0188 nm.

| TMA pulse (s) | long water (nm) | short water (nm) | rescaled (nm) |
|---|---|---|---|
| 0.05 | 0.0247 | 0.0187 | 0.0107 |
| 0.10 | 0.0432 | 0.0276 | 0.0188 |
| 0.30 | 0.0816 | 0.0395 | 0.0354 |
| 2.00 | 0.0997 | 0.0433 | 0.0433 |

Both water pulses give the initial slope $G_0k=0.568$ nm/s, yet the two curves already differ at 0.05 s. There $kt=0.28$, which is not small compared with $b$. By the expansion above, a departure from linearity below 5 % needs a TMA pulse of about 5 ms. The common slope is a property of the limit, and these data do not display it directly.

Eight pulses from 0.05 to 2 s, fitted with a free plateau, give 10.3 s⁻¹ for short water, 1.82 times the true $k$. For long water the ratio is 1.002. Pinning the short-water fit at its observed plateau gives 1.75, and pinning it at $G_0$ gives 0.11.

The poor fit is easy to overlook, since $R^2=0.989$. The largest residual, however, is 0.0015 nm per cycle, about three times the error of 0.0005 nm that follows from a 0.1 nm thickness error over 200 cycles.

The bias has a practical cost. The fit puts 99 % saturation at $\ln(100)/10.33=0.45$ s. If that TMA pulse is kept and the water pulse is lengthened to 5.0 s, growth reaches 92 % of its plateau. The true $k$ gives 0.81 s.

**How far this carries over to a reactor**

The growth per cycle, density and pressures are rough typical values. The reaction probabilities are rougher, and $b$ depends directly on that of water; the factor 1.82 is therefore an illustration, not a property of the process.

One omission in the gas supply is depletion. In a well-mixed reactor of volume $V$, outflow $S$ and coated area $A$, with $n_s$ sites per area, the TMA density $n$ obeys

$$V\dot n=S(n_0\chi-n)-An_sk\frac{n}{n_0}y,\qquad \dot y=-k\frac{n}{n_0}y ,$$

where $n_0$ is the density without consumption and $\chi$ is 1 during the pulse and 0 afterwards. Let $y$ fall from $y_0$ to $y_1$. Integrating the first equation over pulse and purge, with no gas at either end, gives $S\int n\,dt=Sn_0t-An_s(y_0-y_1)$. The second gives $\ln(y_0/y_1)=k\int(n/n_0)\,dt$. Together,

$$\ln\frac{y_0}{y_1}+D(y_0-y_1)=kt,\qquad D=\frac{An_sk}{Sn_0}.$$

For short pulses $y_0\to1$ and $y_0-y_1\to kt/(1+D)$: the slope falls, but still does not depend on $b$. For 300 cm² and 19.6 L/s, $D=0.135$ and the slope is 0.500 nm/s. With water depletion included as well, at 1.5 water molecules consumed per site, the fitted rates become 0.92 (long water) and 1.75 (short water) times $k$.

Real surfaces also have unequal sites. With half the sites at 0.5 and half at 1.5 times the mean TMA rate, the two ratios are 0.90 and 1.61; the same spread in the water rate gives 1.02 and 1.77. A parasitic 0.002 nm per cycle gives 1.03 and 1.94. Taken one at a time, these effects leave the short-water fit 1.7 to 1.9 times the long-water fit. The strict bound $\kappa>k$, however, belongs to the ideal model of identical sites at fixed pressure: depletion alone, or a spread in TMA rates alone, already pulls the long-water fit below the mean $k$. Sites that water never reopens stop contributing, and they lower the initial slope in proportion to their number. Wall outgassing and transport in deep features are not included here.

The water reaction has also been taken as first order. For TMA and water at low temperature, the reactivity of the remaining methyl groups is reported to fall as they become sparse. If the reaction probability is made proportional to the closed fraction, with the same 43 % reopened from full closure, the free-plateau exponential fit gives 1.39 times $k$ instead of 1.82. The bias remains, but its size depends on the water kinetics.

**Requested changes**

The authors should lengthen the water pulse until the fitted TMA rate stops changing, and report that rate. If long water pulses are impractical for the whole series, they should take $G_0$ from one fully saturated measurement and fit $k$ and $b$ with $1/g=1/a+1/b-1$. In 200 synthetic short-water data sets with the noise given above and $G_0$ known without error, this fit gave $5.70\pm0.16$ s⁻¹ (standard deviation), against $10.4\pm0.3$ s⁻¹ for the exponential. Apart from noise, these data obey the ideal law exactly. Depletion, unequal sites or parasitic growth of the sizes considered above shift the two-parameter fit by about 5 to 15 %, and the coverage-dependent water reaction lowers it to 0.76 times $k$, so long water pulses remain the safer choice against errors in the water kinetics: with that coverage-dependent reaction, a tenfold longer water pulse brings the exponential fit to 1.02 times $k$. They do not remove depletion or a spread in TMA rates, which leave the long-water fit 8 to 10 % below $k$ in the cases above. The small scatter of the exponential result is no evidence of its accuracy. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
temperature 423 K; full GPC 0.10 nm; density 3.0 g/cm3
partial pressures: TMA 10, water 10 mTorr
reaction probabilities: TMA 1e-03, water 1e-04
sites (Al per cycle) 3.54 per nm2
impingement: TMA 2.012e+04, water 4.024e+04 per nm2 s
rate constants: TMA k = 5.676 1/s, water kB = 1.136 1/s
water pulse 0.5 s: b = 0.4332; 5.0 s: b = 0.9966
plateaus: short water 0.0433 nm, long water 0.0997 nm
initial slope for either water pulse, G0*k = 0.568 nm/s
TMA pulse s | GPC long water nm | GPC short water nm | rescaled nm | open y short
 0.05 | 0.0247 | 0.0187 | 0.0107 | 0.756
 0.10 | 0.0432 | 0.0276 | 0.0188 | 0.638
 0.20 | 0.0677 | 0.0359 | 0.0294 | 0.530
 0.30 | 0.0816 | 0.0395 | 0.0354 | 0.483
 0.50 | 0.0938 | 0.0422 | 0.0408 | 0.448
 0.80 | 0.0986 | 0.0431 | 0.0429 | 0.436
 1.20 | 0.0995 | 0.0433 | 0.0433 | 0.433
 2.00 | 0.0997 | 0.0433 | 0.0433 | 0.433
free-plateau fit, long water: 5.689 1/s, ratio to k 1.002
free-plateau fit, short water: 10.334 1/s, ratio to k 1.820
fitted plateau, short water: 0.0426 nm
fit pinned at observed plateau: 9.926 1/s, ratio 1.749
fit pinned at full plateau G0: 0.609 1/s, ratio 0.107
upper bounds on ratio: free 3.617, pinned 2.308
largest misfit 0.00146 nm per cycle; R squared 0.98866
apparent TMA reaction probability 1.82e-03
99 % pulse from biased fit 0.446 s; from true k 0.811 s
that biased pulse with long water gives 92.1 % of plateau
noise: 0.1 nm over 200 cycles = 0.00050 nm per cycle
noisy exponential fits: 10.393 +- 0.300 1/s
noisy full-law fits, G0 known: 5.704 +- 0.158 1/s
deviation kept per cycle at shortest pulse 0.427; cycles to 1 %: 5.4
reactor: 300 sccm, 0.3 Torr, area 300 cm2, volume 1 L
outflow 19.6 L/s, residence time 0.051 s
depletion numbers: TMA 0.135, water 0.040
initial slope with depletion 0.500 nm/s for either water pulse
site spread: half at 0.5, half at 1.5 of mean; parasitic 0.002 nm per cycle
neglected effect: fitted rate/k with long water, short water, their ratio
  gas depletion: 0.919, 1.750, 1.905
  spread of water rates: 1.020, 1.766, 1.731
  spread of TMA rates: 0.900, 1.612, 1.791
  parasitic growth: 1.033, 1.937, 1.875
```
